# Fock logarithms and Hylleraas errors in energy, contact density and p⁴: a numerical check

```python
"""
Result under test: polynomial-times-exponential (Hylleraas) sets miss the Fock
term c*(r1.r2)*ln R, c=-2Z(pi-2)/(3pi), at R=sqrt(r1^2+r2^2)=0.  A hyperradial
model gives energy error ~degree^-8, but contact and p^4 errors ~degree^-5.
Logarithmic functions or a second exponent reduce the errors in a two-electron
problem.  Z: nuclear charge; r1,r2: electron-nucleus distances; r12: electron
separation; eps: exponent in exp[-eps(r1+r2)]; degree: total polynomial degree.
Hartree atomic units are used unless a printed unit says otherwise.
"""
import numpy as np
import mpmath as mp
from scipy.constants import fine_structure, physical_constants
from scipy.linalg import eigh
from scipy.special import eval_genlaguerre, exp1

Z = 2.0

# ---------- Fock coefficient from projection on the unit hypersphere ----------
nodes, weights = np.polynomial.legendre.leggauss(40)
numerator = denominator = 0.0
for angle, angle_weight in zip((nodes + 1)*np.pi/8, weights*np.pi/8):
    a, b = np.cos(angle), np.sin(angle)
    separation = a + b*nodes
    separation_weight = b*weights
    harmonic = (a*a + b*b - separation**2)/2
    potential = -Z/a - Z/b + 1/separation
    first_order = -Z*(a + b) + separation/2
    measure = 2*angle_weight*separation_weight*a*b*separation
    numerator += np.sum(measure*harmonic*potential*first_order)
    denominator += np.sum(measure*harmonic**2)
fock_numeric = numerator/(4*denominator)
fock_formula = -2*Z*(np.pi - 2)/(3*np.pi)
assert abs(fock_numeric - fock_formula) < 1e-10
print(f"Nuclear charge Z = {Z:.1f} e")
print(f"Fock coefficient of r1.r2 ln R: {fock_numeric:.9f} a0^-2 (relative to psi(0))")

# ---------- Hyperradial model, target R^2 ln(R) exp(-R) ----------
mp.mp.dps = 100


def energy_form(i, a, j, b):
    """Integral of (g'h'+gh)R^5 for g=R^i exp(-aR), h=R^j exp(-bR)."""
    c = a + b
    p = i + j + 4
    return mp.gamma(p)/c**p*(i*j + p/c*(-(i*b+j*a) + (p+1)/c*(a*b+1)))


def line_functional(i, a):
    return mp.gamma(i+3)/(a+1)**(i+3)


def kinetic_functional(i, a):
    c = a + 1
    return mp.gamma(i+3)/c**(i+3)*(
        i*(i+4) + (i+3)/c*(-a*(2*i+5) + a*a*(i+4)/c))


target_norm = mp.diff(lambda x, y: energy_form(x, mp.mpf(1), y, mp.mpf(1)),
                      (2, 2), (1, 1))
target_line = mp.diff(lambda x: line_functional(x, mp.mpf(1)), 2)
target_kinetic = mp.diff(lambda x: kinetic_functional(x, mp.mpf(1)), 2)


def model_error(exponents, count):
    """Galerkin energy and linear-functional errors, count powers per exponent."""
    functions = [(i, mp.mpf(a)) for a in exponents for i in range(count)]
    norms = [mp.sqrt(energy_form(i, a, i, a)) for i, a in functions]
    size = len(functions)
    matrix = mp.matrix(size)
    rhs = mp.matrix(size, 1)
    for row, (i, a) in enumerate(functions):
        rhs[row] = mp.diff(lambda x: energy_form(i, a, x, mp.mpf(1)), 2)/norms[row]
        for col in range(row+1):
            j, b = functions[col]
            value = energy_form(i, a, j, b)/(norms[row]*norms[col])
            matrix[row, col] = matrix[col, row] = value
    coefficients = mp.lu_solve(matrix, rhs)
    error = target_norm - sum(rhs[k]*coefficients[k] for k in range(size))
    line = target_line - sum(coefficients[k]*line_functional(*functions[k])/norms[k]
                             for k in range(size))
    kinetic = target_kinetic - sum(
        coefficients[k]*kinetic_functional(*functions[k])/norms[k]
        for k in range(size))
    return tuple(float(x) for x in (error, line, kinetic))


n = np.arange(3, 200001, dtype=float)
overlap = -11.25/(n*(n-1)*(n-2))
norm = (n+1)*(n+2)*(n+3)*(n+4)/32
tail_terms = [(2*n+5)*overlap**2/norm,
              overlap/norm*(n+1)/4,
              -overlap/norm*3*(2*n+5)/8]


def tail(kind, degree):
    return np.sum(tail_terms[kind][n > degree])


direct = model_error([1], 11)
for kind in range(3):
    assert abs(direct[kind]/tail(kind, 10) - 1) < 1e-7
powers = [np.log2(abs(tail(k, 400)/tail(k, 800))) for k in range(3)]
assert np.max(np.abs(np.array(powers) - [8, 5, 5])) < 0.1
print("Model errors at degree 10: energy, contact, p4 = "
      + ", ".join(f"{x:.4e}" for x in direct) + " (dimensionless)")
print("Model decay powers, degrees 400 to 800: energy, contact, p4 = "
      + ", ".join(f"{x:.3f}" for x in powers))

single_scan = [(model_error([a], 12), a) for a in np.arange(1, 5.1, 0.5)]
double_scan = [(model_error([a, b], 6), a, b)
               for a in (1, 1.5, 2, 2.5) for b in (3, 4, 6, 8, 12)]
best_single = min(single_scan, key=lambda item: item[0][0])
best_double = min(double_scan, key=lambda item: item[0][0])
assert best_double[0][0] < best_single[0][0]
print(f"Model best single, 12 functions: exponent {best_single[1]:.1f}, "
      f"energy error {best_single[0][0]:.3e}, contact {best_single[0][1]:.3e}")
print(f"Model best double, 6+6 functions: exponents {best_double[1]:.1f},{best_double[2]:.1f}, "
      f"energy error {best_double[0][0]:.3e}, contact {best_double[0][1]:.3e}")
double_power = np.log2(model_error([1, 4], 12)[0]/model_error([1, 4], 24)[0])
print(f"Model doubled exponents 1,4: energy power from 12+12 to 24+24 = {double_power:.3f}")

with mp.workdps(25):
    radius = mp.mpf("0.1")
    log_integral = mp.quad(
        lambda t: (mp.expm1(-t*radius)-mp.expm1(-t))/t, [0, 1, 10, 100, mp.inf])
    assert abs(log_integral + mp.log(radius)) < mp.mpf("1e-10")
low, high = 2.0, 6.0
peak_radius = np.log(high/low)/(high-low)


def exponent_window(log_radius):
    r = np.exp(log_radius)
    return exp1(low*r) - exp1(high*r)


step = 1e-4
x = np.log(peak_radius)
window_slope = -(exponent_window(x+step)-exponent_window(x-step))/(2*step)
assert abs(window_slope - (np.exp(-low*peak_radius)-np.exp(-high*peak_radius))) < 1e-7
print(f"Exponent window 2 to 6 a0^-1: peak log slope {window_slope:.4f} at R = {peak_radius:.4f} a0")

# ---------- Quadrature for the full two-electron problem ----------
log_step = 0.08
log_grid = np.arange(-2.2, 3.4 + log_step/2, log_step)
scale = np.exp(log_grid - np.exp(-log_grid))
scale_weight = log_step*scale*(1 + np.exp(-log_grid))
q, qw = np.polynomial.legendre.leggauss(16)
q, qw = (q+1)/2, qw/2
qx, qy = np.meshgrid(q, q, indexing="ij")
shape_t, shape_w, shape_weight = [], [], []
# Triangle apexes resolve electron-electron and electron-nucleus singularities.
for apex in (np.array([0., 0.]), np.array([1., 1.])):
    edge1 = np.array([0.5, 0.5]) - apex
    edge2 = np.array([0., 1.]) - apex
    shape_t.append((apex[0] + qx*((1-qy)*edge1[0]+qy*edge2[0])).ravel())
    shape_w.append((apex[1] + qx*((1-qy)*edge1[1]+qy*edge2[1])).ravel())
    area = abs(edge1[0]*edge2[1]-edge1[1]*edge2[0])
    shape_weight.append((np.outer(qw, qw)*qx*area).ravel())
t, w, shape_weight = map(np.concatenate, (shape_t, shape_w, shape_weight))
r1 = np.outer(scale, (1+t)/2).ravel()
r2 = np.outer(scale, (1-t)/2).ravel()
r12 = np.outer(scale, w).ravel()
volume = 8*np.pi**2*r1*r2*r12*np.outer(scale_weight*scale**2, shape_weight).ravel()
cos1 = (r1**2+r12**2-r2**2)/(2*r1*r12)
cos2 = (r2**2+r12**2-r1**2)/(2*r2*r12)
potential = -Z/r1 - Z/r2 + 1/r12
radius2 = r1**2 + r2**2
log_radius2 = np.log(radius2)
contact_weight = 4*np.pi*scale**2*scale_weight


def laguerre_table(x, degree):
    decay = np.exp(-x/2)
    table = []
    for order in range(degree+1):
        d = [(-1)**k*eval_genlaguerre(order-k, float(k), x)
             if order >= k else np.zeros_like(x) for k in range(3)]
        table.append((d[0]*decay, (d[1]-d[0]/2)*decay,
                      (d[2]-d[1]+d[0]/4)*decay))
    return table


def function_indices(degree):
    return [(l, m, total-l-m) for total in range(degree+1)
            for l in range(total//2+1) for m in range(l, total-l+1)]


class TwoElectronBasis:
    def __init__(self, blocks):
        """Each block is (eps, maximum degree, multiply by ln R^2?)."""
        lists = [function_indices(block[1]) for block in blocks]
        size = sum(map(len, lists))
        self.labels = np.repeat(np.arange(len(blocks)), list(map(len, lists)))
        self.degrees = np.array([sum(item) for group in lists for item in group])
        values = np.empty((size, len(r1)))
        self.lap1 = np.empty_like(values)
        self.lap2 = np.empty_like(values)
        self.contact = np.empty((size, len(scale)))
        row = 0
        for (eps, degree, use_log), indices in zip(blocks, lists):
            tu = laguerre_table(eps*(r2+r12-r1), degree)
            tv = laguerre_table(eps*(r1+r12-r2), degree)
            tw = laguerre_table(2*eps*(r1+r2-r12), degree)
            tc = laguerre_table(2*eps*scale, degree)
            for l, m, k in indices:
                pairs = [(l, m)] if l == m else [(l, m), (m, l)]

                def derivative(du, dv, dw):
                    return sum(tu[p][du]*tv[s][dv] for p, s in pairs)*tw[k][dw]

                f = derivative(0, 0, 0)
                fu, fv, fw = derivative(1, 0, 0), derivative(0, 1, 0), derivative(0, 0, 1)
                uu, vv, ww = derivative(2, 0, 0), derivative(0, 2, 0), derivative(0, 0, 2)
                uv, uw, vw = derivative(1, 1, 0), derivative(1, 0, 1), derivative(0, 1, 1)
                d1 = eps*(-fu+fv+2*fw)
                d2 = eps*(fu-fv+2*fw)
                d3 = eps*(fu+fv-2*fw)
                common = uu+vv+4*ww
                d11 = eps**2*(common-2*uv-4*uw+4*vw)
                d22 = eps**2*(common-2*uv+4*uw-4*vw)
                d33 = eps**2*(common+2*uv-4*uw-4*vw)
                d13 = eps**2*(-uu+vv-4*ww+4*uw)
                d23 = eps**2*(uu-vv-4*ww+4*vw)
                lap1 = d11+d33+2*d1/r1+2*d3/r12+2*cos1*d13
                lap2 = d22+d33+2*d2/r2+2*d3/r12+2*cos2*d23
                contact = sum(tc[p][0] for p, _ in pairs)
                if use_log:
                    lap1 = (lap1*log_radius2 + 4*r1*(d1+cos1*d3)/radius2
                            + f*(6/radius2-4*r1**2/radius2**2))
                    lap2 = (lap2*log_radius2 + 4*r2*(d2+cos2*d3)/radius2
                            + f*(6/radius2-4*r2**2/radius2**2))
                    f = f*log_radius2
                    contact = contact*np.log(scale**2)
                values[row], self.lap1[row], self.lap2[row] = f, lap1, lap2
                self.contact[row] = contact
                row += 1
        hamiltonian_values = -0.5*(self.lap1+self.lap2) + potential*values
        hamiltonian_values *= volume
        h = values @ hamiltonian_values.T
        del hamiltonian_values
        s = (values*volume) @ values.T
        normalizer = 1/np.sqrt(np.diag(s))
        h *= normalizer[:, None]*normalizer
        s *= normalizer[:, None]*normalizer
        assert np.max(np.abs(h-h.T)) < 1e-7
        self.h, self.s, self.normalizer = (h+h.T)/2, (s+s.T)/2, normalizer

    def select(self, *maximum_degrees):
        keep = np.zeros(len(self.labels), dtype=bool)
        for label, degree in enumerate(maximum_degrees):
            keep |= (self.labels == label) & (self.degrees <= degree)
        return np.flatnonzero(keep)

    def expectation(self, indices):
        s = self.s[np.ix_(indices, indices)]
        h = self.h[np.ix_(indices, indices)]
        metric, vectors = eigh(s)
        retained = metric > 1e-11
        transform = vectors[:, retained]/np.sqrt(metric[retained])
        energy, state = eigh(transform.T@h@transform, subset_by_index=[0, 0])
        coefficients = np.zeros(len(self.labels))
        coefficients[indices] = transform@state[:, 0]
        coefficients *= self.normalizer
        contact = np.sum(contact_weight*(coefficients@self.contact)**2)
        p4 = np.sum(volume*((coefficients@self.lap1)**2
                            + (coefficients@self.lap2)**2))/2
        return np.array([energy[0], contact, p4])


system = TwoElectronBasis([(2.0, 10, False), (6.0, 8, False)])
product = system.expectation(np.array([0]))
assert np.allclose(product, [-Z**2+5*Z/8, Z**3/np.pi, 5*Z**4], rtol=2e-9)
reference_indices = system.select(10, 8)
reference = system.expectation(reference_indices)
smaller_reference = system.expectation(system.select(9, 7))
uncertainty = np.abs(smaller_reference/reference-1)
print(f"Reference doubled set: {len(reference_indices)} functions, exponents 2 and 6 a0^-1")
print(f"Reference energy = {reference[0]:.10f} hartree")
print(f"Reference contact density = {reference[1]:.8f} a0^-3")
print(f"Reference p1^4 = {reference[2]:.7f} (hbar/a0)^4")
print("Reference relative changes from smaller doubled set: energy, contact, p4 = "
      + ", ".join(f"{x:.2e}" for x in uncertainty))

degrees = np.arange(4, 10)
single_values = np.array([system.expectation(system.select(d)) for d in degrees])
relative = np.abs(single_values/reference-1)
for degree, errors in zip(degrees, relative):
    print(f"Single degree {degree}, {len(system.select(degree))} functions: "
          f"relative errors energy {errors[0]:.3e}, contact {errors[1]:.3e}, p4 {errors[2]:.3e}")
observable_error = np.hypot(relative[:, 1], relative[:, 2])
ratio = observable_error/relative[:, 0]
assert np.min(ratio) > 10
assert np.mean(ratio[-2:]) > np.mean(ratio[:2])
assert uncertainty[0] < 0.1*relative[-1, 0]
assert np.hypot(*uncertainty[1:]) < 0.25*observable_error[-1]
slopes = [-np.polyfit(np.log(degrees), np.log(relative[:, k]), 1)[0] for k in range(3)]
print("Observed fitted powers, degrees 4 to 9: energy, contact, p4 = "
      + ", ".join(f"{x:.2f}" for x in slopes))
print(f"Combined observable/energy relative-error ratio: degree 4 {ratio[0]:.1f}, degree 9 {ratio[-1]:.1f}")

double_indices = system.select(8, 5)
double_value = system.expectation(double_indices)
double_error = np.abs(double_value/reference-1)
assert double_error[0] < relative[-1, 0]
assert np.hypot(*double_error[1:]) < observable_error[-1]
print(f"Doubled degrees 8+5, {len(double_indices)} functions: relative errors energy, contact, p4 = "
      + ", ".join(f"{x:.3e}" for x in double_error))

# ---------- Test logarithms and simple exponent rescaling separately ----------
log_system = TwoElectronBasis([(2.0, 7, False), (2.0, 4, True)])
log_indices = log_system.select(7, 4)
log_value = log_system.expectation(log_indices)
polynomial_value = single_values[degrees == 8][0]
assert log_value[0] < polynomial_value[0]
log_error = np.abs(log_value/reference-1)
print(f"Degree 7 plus log degree 4, {len(log_indices)} functions: relative errors energy, contact, p4 = "
      + ", ".join(f"{x:.3e}" for x in log_error))
del log_system

scan = [(single_values[-1], 2.0)]
for exponent in (2.5, 3.0, 3.5, 4.0):
    trial = TwoElectronBasis([(exponent, 9, False)])
    scan.append((trial.expectation(trial.select(9)), exponent))
    del trial
rescaled, exponent = min(scan, key=lambda item: item[0][0])
rescaled_error = np.abs(rescaled/reference-1)
print(f"Best scanned single degree 9, exponent {exponent:.1f} a0^-1: relative errors energy, contact, p4 = "
      + ", ".join(f"{x:.3e}" for x in rescaled_error))

# ---------- One-body Breit contribution and frequency conversion ----------
hartree_to_mhz = physical_constants["hartree-hertz relationship"][0]/1e6


def breit_one_body(value):
    return fine_structure**2*(np.pi*Z*value[1]-value[2]/4)


reference_breit = breit_one_body(reference)
print(f"Reference one-body Breit term = {reference_breit:.9e} hartree = "
      f"{reference_breit*hartree_to_mhz:.3f} MHz")
for name, value in (("single degree 9", single_values[-1]), ("doubled 8+5", double_value)):
    difference = value-reference
    contact_part = fine_structure**2*np.pi*Z*difference[1]*hartree_to_mhz
    p4_part = -fine_structure**2*difference[2]/4*hartree_to_mhz
    print(f"Breit error, {name}: contact {contact_part:.5f}, p4 {p4_part:.5f}, "
          f"sum {contact_part+p4_part:.5f} MHz")
    print(f"Nonrelativistic energy error, {name}: {difference[0]*hartree_to_mhz:.5f} MHz")

print("all assertions hold")
```

Printed output:

```
Nuclear charge Z = 2.0 e
Fock coefficient of r1.r2 ln R: -0.484506970 a0^-2 (relative to psi(0))
Model errors at degree 10: energy, contact, p4 = 6.5716e-06, -9.5738e-05, 3.1843e-04 (dimensionless)
Model decay powers, degrees 400 to 800: energy, contact, p4 = 7.990, 4.987, 4.989
Model best single, 12 functions: exponent 1.0, energy error 3.166e-06, contact -6.244e-05
Model best double, 6+6 functions: exponents 1.0,3.0, energy error 1.152e-08, contact -1.468e-06
Model doubled exponents 1,4: energy power from 12+12 to 24+24 = 7.515
Exponent window 2 to 6 a0^-1: peak log slope 0.3849 at R = 0.2747 a0
Reference doubled set: 256 functions, exponents 2 and 6 a0^-1
Reference energy = -2.9037243770 hartree
Reference contact density = 1.81042974 a0^-3
Reference p1^4 = 54.0880807 (hbar/a0)^4
Reference relative changes from smaller doubled set: energy, contact, p4 = 7.32e-11, 3.27e-06, 5.59e-06
Single degree 4, 22 functions: relative errors energy 3.741e-06, contact 1.115e-04, p4 6.031e-05
Single degree 5, 34 functions: relative errors energy 1.394e-06, contact 5.397e-04, p4 9.695e-04
Single degree 6, 50 functions: relative errors energy 4.771e-07, contact 1.959e-04, p4 3.767e-04
Single degree 7, 70 functions: relative errors energy 2.115e-07, contact 1.511e-04, p4 2.862e-04
Single degree 8, 95 functions: relative errors energy 9.797e-08, contact 9.377e-05, p4 1.805e-04
Single degree 9, 125 functions: relative errors energy 4.932e-08, contact 6.515e-05, p4 1.260e-04
Observed fitted powers, degrees 4 to 9: energy, contact, p4 = 5.39, 1.28, -0.00
Combined observable/energy relative-error ratio: degree 4 33.9, degree 9 2875.5
Doubled degrees 8+5, 129 functions: relative errors energy, contact, p4 = 1.659e-09, 2.014e-05, 3.324e-05
Degree 7 plus log degree 4, 92 functions: relative errors energy, contact, p4 = 6.906e-09, 5.980e-05, 1.125e-04
Best scanned single degree 9, exponent 2.5 a0^-1: relative errors energy, contact, p4 = 1.140e-08, 3.856e-05, 7.118e-05
Reference one-body Breit term = -1.143175935e-04 hartree = -752173.632 MHz
Breit error, single degree 9: contact -259.67971, p4 596.74297, sum 337.06326 MHz
Nonrelativistic energy error, single degree 9: 942.19882 MHz
Breit error, doubled 8+5: contact 80.27032, p4 -157.48101, sum -77.21069 MHz
Nonrelativistic energy error, doubled 8+5: 31.70107 MHz
all assertions hold
```
